# Mirror decoupling and allowed crossings along Γ-M in three-orbital MoS2

**Question**

I am working with the spinless model of monolayer MoS2 that keeps three Mo orbitals, $d_{z^2}$, $d_{xy}$ and $d_{x^2-y^2}$, with nearest-neighbour hopping. I have to show that a vertical mirror decouples one orbital along Γ-M, leaving a two-by-two block, and that bands from the two sectors may cross without repelling.

I am stuck on three points. Which mirror is it, given that the sulfur atoms spoil some of them? Does the decoupling depend on the nearest-neighbour approximation? And if crossings are allowed, why do I find none between Γ and M with MoS2-like parameters?

**Answer**

**The mirror**

Put the Mo neighbours of the origin at $(\pm a,0)$ and $(\pm a/2,\pm\sqrt3a/2)$. The sulfur atoms, above and below the plane, project onto $(0,a/\sqrt3)$ plus lattice vectors.

The mirror $M:x\to-x$ leaves this sulfur position alone and is a symmetry. The reflection $y\to-y$ moves it by $2a/\sqrt3$ along $y$. Lattice vectors have $y$ components that are multiples of $\sqrt3a/2$, and the ratio is $4/3$, so this reflection is not a symmetry. The line that $M$ leaves fixed point by point is $k_x=0$, which runs from Γ to $(0,2\pi/\sqrt3a)$, an M point.

**Decoupling at any hopping range**

Order the orbitals as $d_{z^2},d_{xy},d_{x^2-y^2}$ and define

$$E_{ij}(\mathbf R)=\langle\phi_i(\mathbf r)|H|\phi_j(\mathbf r-\mathbf R)\rangle,\qquad H_{ij}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}E_{ij}(\mathbf R).$$

The $\mathbf R=0$ term holds the on-site energies $\varepsilon_1,\varepsilon_2,\varepsilon_2$. Let a symmetry $g$ act as $g\phi_j=\sum_i\phi_iD_{ij}$, with $D$ real and orthogonal. Transforming both orbitals and the bond leaves the matrix element unchanged, so $E(\mathbf R)=D^TE(g\mathbf R)D$, or $E(g\mathbf R)=DE(\mathbf R)D^T$. Relabelling the lattice sum then gives

$$H(g\mathbf k)=DH(\mathbf k)D^T.$$

Under $x\to-x$ only $d_{xy}$ changes sign, so $D_M=\mathrm{diag}(1,-1,1)$. On $k_x=0$ we have $M\mathbf k=\mathbf k$ and hence $H=D_MHD_M$. The 12 and 23 elements of this equation read $H_{12}=-H_{12}$ and $H_{23}=-H_{23}$, so both vanish. The odd orbital $d_{xy}$ stands alone, and $d_{z^2}$ and $d_{x^2-y^2}$ form the even block. Nothing here restricted the range of $\mathbf R$.

On the Γ-M line turned by 120°, the decoupled orbital is the turned one, $-\tfrac12d_{xy}+\tfrac{\sqrt3}{2}d_{x^2-y^2}$, as the rotation matrix below shows.

**The nearest-neighbour block**

Real orbitals without spin give real hoppings, and Hermiticity gives $E(-\mathbf R)=E(\mathbf R)^T$. For $\mathbf R=(a,0)$ the mirror also gives $E(-\mathbf R)=D_MED_M$. Equating the two makes the 12 and 23 elements antisymmetric and the 13 element symmetric:

$$E=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}.$$

A rotation by $\theta$ turns $\sin2\varphi$ and $\cos2\varphi$ into the same functions of $\varphi-\theta$. At $\theta=120°$ the $(d_{xy},d_{x^2-y^2})$ block of $D$ is therefore

$$\begin{pmatrix}-1/2&-\sqrt3/2\\\sqrt3/2&-1/2\end{pmatrix}.$$

The hopping to $(-a/2,\sqrt3a/2)$ is $X=DED^T$. The elements needed are

$$X_{11}=t_0,\quad X_{22}=\frac{t_{11}+3t_{22}}4,\quad X_{33}=\frac{3t_{11}+t_{22}}4,$$
$$X_{13}=\frac{\sqrt3t_1-t_2}2,\quad X_{31}=-\frac{\sqrt3t_1+t_2}2.$$

The antisymmetric $t_{12}$ cancels from $X_{22}$ and $X_{33}$. The other upper neighbour is the mirror image and has hopping $D_MXD_M$. The two together give $U=X+D_MXD_M$, which doubles the elements above and removes all odd-even ones. The lower pair gives $U^T$.

With $\beta=\sqrt3k_ya/2$, the sum on the line is

$$H=\mathrm{diag}(\varepsilon_1,\varepsilon_2,\varepsilon_2)+E+E^T+e^{i\beta}U+e^{-i\beta}U^T.$$

Writing $c=\cos\beta$, which runs from 1 at Γ to $-1$ at M, we read off

$$E_o=H_{22}=\varepsilon_2+2t_{11}+(t_{11}+3t_{22})c,$$
$$h_0=H_{11}=\varepsilon_1+2t_0(1+2c),$$
$$h_{22}=H_{33}=\varepsilon_2+2t_{22}+(3t_{11}+t_{22})c.$$

Here $h_{22}$ is the $d_{x^2-y^2}$ diagonal element, named after its hopping. The remaining element is

$$h_2=H_{13}=2t_2+(\sqrt3t_1-t_2)e^{i\beta}-(\sqrt3t_1+t_2)e^{-i\beta}=2t_2(1-c)+2\sqrt3\,i\,t_1\sin\beta.$$

The even levels are

$$E_\pm=\frac{h_0+h_{22}}2\pm\sqrt{\left(\frac{h_0-h_{22}}2\right)^2+|h_2|^2}.$$

Their separation is at least $2|h_2|$. For $t_2\ne0$ this is nonzero everywhere on the line except at Γ, so the two even levels repel. No matrix element connects $E_o$ to either of them, so an odd-even crossing is not avoided.

**When a crossing occurs**

The odd level meets an even one when the determinant of $E_o$ minus the even block vanishes:

$$(E_o-h_0)(E_o-h_{22})-|h_2|^2=0.$$

Let $g=t_{11}-t_{22}$, $P=\varepsilon_2-\varepsilon_1+2t_{11}-2t_0$ and $Q=t_{11}+3t_{22}-4t_0$. Subtracting the expressions above,

$$E_o-h_0=P+Qc,\qquad E_o-h_{22}=2g(1-c).$$

Since $\sin^2\beta=(1-c)(1+c)$, we also have

$$|h_2|^2=(1-c)\left[4t_2^2(1-c)+12t_1^2(1+c)\right].$$

The determinant is therefore $(1-c)F(c)$, with

$$F(c)=2g(P+Qc)-4t_2^2(1-c)-12t_1^2(1+c).$$

The factor $1-c$ is the contact at Γ, where threefold symmetry makes $d_{xy}$ and $d_{x^2-y^2}$ a degenerate pair. The other factor is linear in $c$. Unless it vanishes identically, there is at most one crossing strictly between Γ and M, and it exists when these two end values have opposite signs:

$$F(1)=2g(P+Q)-24t_1^2,\qquad F(-1)=2g(P-Q)-8t_2^2.$$

Setting $F=0$ and collecting $c$ gives

$$c^*=\frac{4t_2^2+12t_1^2-2gP}{2gQ+4t_2^2-12t_1^2}.$$

The determinant equals $(E_o-E_-)(E_o-E_+)$ and changes sign at $c^*$. For $t_2\neq0$ the even levels are distinct there, so one factor changes sign and the levels really cross.

As a test, the full matrix was diagonalized along the line for 248 random parameter sets, omitting sets with $c^*$ within 0.01 of $\pm1$. It gave no crossing in 94 and one in 154, in agreement with the sign criterion for every set.

**Why you found none**

Take rough round values in the MoS2 regime, set A, in eV: $\varepsilon_1=1.00$, $\varepsilon_2=2.10$, $t_0=-0.20$, $t_1=0.40$, $t_2=0.50$, $t_{11}=0.20$, $t_{12}=0.35$, $t_{22}=0.05$. Then $g=0.15$, $P=1.90$ and $Q=1.15$ eV, and

$$F(1)=0.915-3.840=-2.925\ \mathrm{eV^2},\qquad F(-1)=0.225-2.000=-1.775\ \mathrm{eV^2}.$$

The signs agree, so there is no interior crossing. The odd level falls from 2.85 eV at Γ to 2.15 eV at M, while the upper even level rises from 2.85 to 3.48 eV.

The sign of $F(1)$ has a simple meaning. Near Γ, $E_o$ lies above $h_{22}$ by $2g(1-c)$. Repulsion from $d_{z^2}$, a distance $P+Q=3.05$ eV below, raises the upper even level by $24t_1^2(1-c)/(P+Q)$ to leading order. In set A the repulsion wins. With the other parameters fixed, and $F(-1)$ therefore negative, a crossing needs

$$|t_1|<\sqrt{g(P+Q)/12}=0.195\ \mathrm{eV}.$$

Set B changes only $t_1$, to 0.10 eV. It is an illustration and does not represent MoS2. Now $F(1)=0.915-0.240=0.675$ eV² and

$$c^*=\frac{1.00+0.12-0.57}{0.345+1.00-0.12}=\frac{0.550}{1.225}=0.449.$$

Thus $\beta=1.105$, which is 35% of the way to M. For $a=0.32$ nm this is $k_y=3.99$ nm⁻¹. The odd energy there is $2.50+0.35\times0.449=2.657$ eV. With $h_0=0.241$ and $h_{22}=2.492$ eV, the product $(2.416)(0.165)=0.399$ eV² equals $|h_2|^2=0.632^2$ eV², as required. The other even level is far away, at 0.08 eV. Minimizing the gap of the full matrix gives the same $\beta$.

**What removes the crossing**

A small change that respects the mirror moves a simple crossing. For example, give the hopping to $(0,\sqrt3a)$ a matrix with all entries 0.01 eV and impose the symmetries. The crossing in set B then moves to $\beta=1.143$ and stays closed.

A coupling $\delta$ between $d_{xy}$ and $d_{x^2-y^2}$, such as shear can produce, breaks the mirror. The even state at the crossing is proportional to $(h_2,E_o-h_0)$. Using $|h_2|^2=(E_o-h_0)(E_o-h_{22})$, its $d_{x^2-y^2}$ weight is

$$w=\frac{(E_o-h_0)^2}{|h_2|^2+(E_o-h_0)^2}=\frac{E_o-h_0}{2E_o-h_0-h_{22}}=0.936.$$

Two degenerate states coupled by an element of size $|\delta|\sqrt w$ split by $2|\delta|\sqrt w$ to first order. For $\delta=0.02$ eV this is 0.039 eV, and diagonalization at the old crossing agrees. This is not the smallest gap nearby: with the mirror broken, the local minimum shifts slightly off the line, where it is about 0.026 eV. The coupling also breaks the threefold symmetry. At the old crossing points of the two turned Γ-M lines the gap is again 0.039 eV to the digits shown. The local minima in the plane, however, move mainly along those lines, by about $0.4/a$ toward Γ on one and $0.13/a$ toward M on the other, and are 0.0132 and 0.0125 eV.

Spin-orbit coupling $\lambda\mathbf L\cdot\mathbf S$ also mixes the sectors, with $\mathbf L$ and $\mathbf S$ in units of $\hbar$. Within these orbitals only $L_zS_z$ acts, because $L_x$ and $L_y$ lead to $d_{xz}$ and $d_{yz}$. From $L_z\cos2\varphi=2i\sin2\varphi$ and $S_z=\pm\tfrac12$, the $d_{xy}$-$d_{x^2-y^2}$ element is $\pm i\lambda$. With $\lambda=0.07$ eV the first-order gap is $2\lambda\sqrt w=0.135$ eV. A grid search in the plane around the old crossing finds a smaller minimum, 0.101 eV. Since $D_M$ exchanges the two signs of $i\lambda$, it maps the spin-up matrix on Γ-M onto the spin-down one. The bands there stay spin degenerate, but the mirror no longer separates orbitals within one spin.

**Contrast with Γ-K**

On $k_y=0$ the mirror reverses $\mathbf k$, and time reversal must restore it. The result, $H=D_MH^*D_M$, makes $H_{12}$ imaginary without making it zero. Summing the six hoppings gives $H_{12}=2it_1[\sin(k_xa)+\sin(k_xa/2)]$, so $d_{xy}$ remains coupled there.

**How far this applies to MoS2**

Set A has a spinless gap of 1.69 eV at K. Adding $\lambda=0.07$ eV splits the valence band there by $2\lambda=0.14$ eV, so this splitting reflects the choice of $\lambda$ and does not test set A. Both values are close to the rough values of semilocal density-functional calculations, while the quasiparticle gap is larger. The value of $t_1$ in set B is a quarter of that in set A.

The absence of a crossing in set A is not robust against longer-range hoppings. I added second- and third-shell hoppings with matrix entries drawn between $-0.1$ and $0.1$ eV and then symmetrized. A crossing appeared in 39 of 200 draws. The model also omits the sulfur $p$ orbitals and is trustworthy mainly near K, so it cannot settle where real MoS2 bands cross on Γ-M.

In set B the crossing lies 1.06 eV above the conduction minimum, about 41 times the thermal energy at 300 K (0.026 eV). Thermal electrons in a lightly doped layer with those parameters would hardly reach it. The spin-orbit gap on the line is about five times the thermal energy, so the spinless crossing would be a poor description at that point. The numerical output lists the remaining level energies.

## Table of computed values

```
lattice constant a = 0.32 nm
set A (eV): e1=1.00, e2=2.10, t0=-0.20, t1=0.40, t2=0.50, t11=0.20, t12=0.35, t22=0.05
set B: as A but t1 = 0.10 eV
Gamma-M length = 11.336 1/nm
any-range odd-even coupling, mirror kept = 1.8e-14 eV
same, mirror removed = 11.17 eV
random sets with 0 / 1 crossing: 94 / 154
A Gamma: odd 2.850, even -0.200, 2.850 eV
A halfway: odd 2.500, even -0.487, 3.287 eV
A M: odd 2.150, even -0.526, 3.476 eV
A: F(1) = -2.925, F(-1) = -1.775 eV^2
A: root of F at c = -4.0870
B Gamma: odd 2.850, even -0.200, 2.850 eV
B halfway: odd 2.500, even 0.073, 2.727 eV
B M: odd 2.150, even -0.526, 3.476 eV
B: F(1) = 0.675, F(-1) = -1.775 eV^2
B: root of F at c = 0.4490
A: gap at K without spin = 1.694 eV
Gamma doublet above d_z2 = 3.050 eV
t1 below which a crossing appears = 0.1953 eV
B crossing: beta = 1.1052 rad (formula)
B crossing: beta = 1.1052 rad (diagonalization)
B crossing: ky = 3.988 1/nm
B crossing: fraction of Gamma-M = 0.3518
B crossing: energy = 2.6571 eV
B crossing: h0 = 0.2408, h22 = 2.4918 eV
B crossing: |h2| = 0.6320 eV
B crossing: other even level = 0.0755 eV
B crossing: d_x2-y2 weight w = 0.9360
spin-orbit lambda = 0.070 eV
A: spin splitting of valence band at K = 0.140 eV
B: spin-orbit gap, first order = 0.1354 eV
B: spin-orbit gap at old crossing = 0.1354 eV
B: smallest spin-orbit gap on line = 0.1352 eV
B: smallest in plane near crossing = 0.1012 eV
shear-like coupling = 0.020 eV
B: shear gap, first order = 0.0387 eV
B: shear gap at old crossing = 0.0387 eV
B: beta after 0.01 eV second-shell hops = 1.1432 rad
A: far hops up to 0.1 eV give a crossing in 39 of 200 draws
thermal energy at 300 K = 0.0259 eV
B: crossing above conduction minimum = 1.057 eV
```
